\section*{Choosing the Number of Fermi Poles for Equilibrium Contact Charge}

\section{A sharp level near a metal}

A defect a nanometre or two from a metal contact, with its level in the semiconductor gap, exchanges electrons with the metal by tunnelling. Its level becomes a resonance whose width falls exponentially with distance, while its occupation remains an ordinary thermal one. A direct energy integration must find and resolve this narrow peak. A sum over complex energies avoids this, but its user must set the number of poles. This guide derives what that number controls, how to choose it, and when integration along real energies is a fair check.

The Hamiltonian $H$ is a lattice one with orthogonal orbitals and independent electrons, in equilibrium at temperature $T$. Energies are measured from the chemical potential, $x=E/kT$, and both spins are counted. With $G(z)=(z-H)^{-1}$ and $A_i(E)=-\operatorname{Im}G_{ii}(E+i0)/\pi$,
\begin{equation}
n_i=2\int A_i f\,dE,\quad f=\frac1{1+e^x},\quad
G_{ii}(z)=\int\frac{A_i(E)}{z-E}\,dE,\quad \int A_i\,dE=1 .
\label{charge}
\end{equation}
The last two relations follow from expanding site $i$ in eigenstates of $H$. Any discrete bound state is a delta function in $A_i$.

\section{What the pole setting replaces}

Since $f=\frac12-\frac12\tanh(x/2)$, a rational form of $\tanh$ gives one of $f$. Put $y=x/2$ and cut the continued fraction
\begin{equation}
\tanh y=\cfrac{y}{1+\cfrac{y^2}{3+\cfrac{y^2}{5+\cdots}}}
\end{equation}
after $M$ denominators. Dividing each level by its odd integer turns the partial numerators into $y^2/[(2n-1)(2n+1)]=x^2b_n^2$, where $b_n=1/(2\sqrt{4n^2-1})$. Let $B$ be the symmetric $M\times M$ matrix with zero diagonal and $B_{n,n+1}=b_n$. Eliminating the rows of $1-ixB$ from the last upwards gives pivots $D_n=1-(-ixb_n)^2/D_{n+1}=1+x^2b_n^2/D_{n+1}$, the same fraction. Hence
\begin{equation}
f_M(x)=\tfrac12-\tfrac{x}{4}\big[(1-ixB)^{-1}\big]_{11}.
\end{equation}
Reversing the sign of every second component maps an eigenvector with eigenvalue $\beta$ to one with $-\beta$ and the same squared first component $V^2$. For even $M$ no eigenvalue vanishes, because $|\det B|=b_1^2b_3^2\cdots b_{M-1}^2$. For odd $M$ one does, and it would add a term linear in $x$; so $M$ is taken even. Each pair contributes
\begin{equation}
V^2\Big[\frac1{1-ix\beta}+\frac1{1+ix\beta}\Big]=\frac{2V^2}{1+x^2\beta^2}.
\end{equation}
With $\xi_p=1/\beta_p$ and $R_p=V_p^2/(4\beta_p^2)$ for the $N=M/2$ positive eigenvalues,
\begin{equation}
f_M=\frac12-\sum_{p=1}^{N}R_p\Big[\frac1{x-i\xi_p}+\frac1{x+i\xi_p}\Big].
\label{poles}
\end{equation}
For $M=2$ this is $f_2=\frac12-3x/(x^2+12)$: one pole at $2\sqrt3$, already near $\pi$, with $R=3/2$.

Insert (\ref{poles}) in (\ref{charge}). As $1/(x-i\xi)=kT/(E-ikT\xi)$, its integral with $A_i$ is $-kT\,G_{ii}(ikT\xi)$; the conjugate term gives the complex conjugate. The sum rule turns the constant $\frac12$ into 1 after the spin factor, so
\begin{equation}
\boxed{\,n_i^{(M)}=1+4kT\sum_{p=1}^{N}R_p\operatorname{Re}G_{ii}(ikT\xi_p)\,}
\label{sum}
\end{equation}
No resonance has to be located, and bound states are included.

\section{An error bound that does not contain the width}

The numerators and denominators of the cut fraction obey
\begin{equation}
X_k=(2k-1)X_{k-1}+y^2X_{k-2},
\end{equation}
with $A_0=0$, $A_1=y$, $B_0=B_1=1$ (here $A_k,B_k$ are polynomials). The modified Bessel relations $K_{\mu+1}=K_{\mu-1}+(2\mu/y)K_\mu$ and $I_{\mu+1}=I_{\mu-1}-(2\mu/y)I_\mu$, taken at $\mu=k-\frac12$ and multiplied by $y^k$, show that $y^kK_{k+1/2}$ and $(-1)^ky^kI_{k+1/2}$ obey the same recurrence. Matching the starting values $1$ and $1\pm y$ gives
\begin{align}
B_k+A_k&=\sqrt{2y/\pi}\;e^{y}y^kK_{k+1/2}(y),\\
B_k-A_k&=\sqrt{2y/\pi}\;e^{-y}y^k\big[K_{k+1/2}(y)+(-1)^k\pi I_{k+1/2}(y)\big].
\end{align}
Since $f_M=(B_M-A_M)/(2B_M)$, the ratio $f_M/(1-f_M)$ is $(B_M-A_M)/(B_M+A_M)$. For even $M$, with $\nu=M+\frac12$ and $q=\pi I_\nu(y)/K_\nu(y)$, it equals $e^{-x}(1+q)$. Thus $f_M=(1+q)/(1+q+e^x)$, and for $x>0$ the error is
\begin{equation}
e_M(x)=f_M-f=\frac{1}{1+e^{-x}}\;\frac{q}{1+q+e^x}>0 .
\label{err}
\end{equation}
It is odd in $x$, because $f_M(-x)=1-f_M(x)$ as for $f$. Too few poles therefore put electrons in states far above the chemical potential and remove them from deep ones. In the extreme, $f_M\to\frac12$ on both sides.

The error grows with $x$. The first factor in (\ref{err}) grows; the second is $[1+(1+e^x)/q]^{-1}$, which grows if $d\ln q/dx\ge1$, since $\ln(1+e^x)$ has slope below 1. The Wronskian $I_\nu'K_\nu-I_\nu K_\nu'=1/y$ gives
\begin{equation}
\frac{d\ln q}{dx}=\frac12\Big(\frac{I_\nu'}{I_\nu}-\frac{K_\nu'}{K_\nu}\Big)=\frac1{2p},\qquad p=yI_\nu K_\nu ,
\label{slope}
\end{equation}
so $p\le\frac12$ is needed. The functions $u=\sqrt y\,I_\nu$ and $v=\sqrt y\,K_\nu$ satisfy $u''=Qu$, $v''=Qv$ with $Q=1+(\nu^2-\frac14)/y^2$, and $u'v-uv'=1$. For $p=uv$ we have $p''=2Qp+2u'v'$, hence
\begin{equation}
2pp''-p'^2=4Qp^2-(u'v-uv')^2=4Qp^2-1 .
\label{pode}
\end{equation}
Now $p\to0$ at $y=0$ and $p\to\frac12$ at infinity. If $p$ exceeded $\frac12$ anywhere, it would have an interior maximum above $\frac12$. There $p'=0$ and $p''\le0$, so $4Qp^2\le1$ and $p<\frac12$, a contradiction.

If the spectrum lies within $|E|\le XkT$, the largest error is thus at its edge, and $\int A_i\,dE=1$ gives
\begin{equation}
|n_i^{(M)}-n_i|\le2\int A_i|f_M-f|\,dE\le 2e_M(X).
\label{bound}
\end{equation}
The width of a resonance does not enter.

\section{How many poles}

Write $s=qe^{-x}$. Once $e^{-X}$ is negligible, $e_M(X)=s/(1+s)$, which is close to $s$ when small. From (\ref{slope}), $d\ln s/dx=1/(2p)-1$. For $y$ well above $\nu$, $Q$ varies slowly, the derivatives in (\ref{pode}) can be dropped, and $1/(2p)\approx\sqrt Q$. Expanding the root with $c=\nu^2-\frac14$ and $y=x/2$,
\begin{equation}
\frac{d\ln s}{dx}\approx\frac{2c}{x^2}-\frac{2c^2}{x^4},\qquad
\ln s(X)\approx-\frac{2c}{X}+\frac{2c^2}{3X^3},
\end{equation}
where the integration runs from infinity, at which $s\to1$. The leading term, with $c\approx\nu^2$, gives for a Fermi-function tolerance $\tau$
\begin{equation}
N=\frac M2\approx\frac12\Big[\sqrt{\tfrac12X\ln(1/\tau)}-\tfrac12\Big].
\label{N}
\end{equation}
The positive correction asks for slightly more, so round up and add one or two. The count grows as the square root of bandwidth over temperature. Deep core-like states or a very high upper band edge raise it; a sharp level near the chemical potential does not.

The poles of $f$ itself lie at $\xi_k=(2k-1)\pi$ with $R_k=1$. Cutting that Matsubara sum at $N$ terms converges slowly. For large $w$, $\operatorname{Re}G_{ii}(iw)=-\int A_iE/(E^2+w^2)\,dE\approx-\varepsilon_i/w^2$, because the first moment of $A_i$ is $H_{ii}=\varepsilon_i$. The missing terms, with $\sum_{k>N}(2k-1)^{-2}\approx1/(4N)$, leave
\begin{equation}
n_i^{\rm Mats}-n_i\approx4kT\varepsilon_i\sum_{k>N}\frac1{(kT\xi_k)^2}\approx\frac{\varepsilon_i}{\pi^2kT\,N}.
\end{equation}
The rational form moves and reweights its outer poles to replace this tail. For $N=4$ the poles are at 3.142, 9.427, 16.61 and 46.32, with residues 1.000, 1.003, 1.562 and 14.4.

\section{What a real-energy check must resolve}

Near a resonance, $1/G_{dd}(E)=E-\varepsilon_d-\Sigma(E)$ has a real part that vanishes at $E_0$ with slope $1/Z$. Linearizing, $G_{dd}\approx Z/(E-E_0+i\gamma)$ with half-width $\gamma=Z\operatorname{Im}(1/G_{dd})$. The resonance then puts $2Zf(E_0)$ electrons on the site if $\gamma\ll kT$ and $E_0$ is not so many $kT$ above the chemical potential that the tail of the peak matters; for a width independent of energy this tail holds about $2Z\gamma/(\pi E_0)$ electrons. On a uniform grid with a point on the peak and a step $h$ well below $kT$, so that $f$ varies little between points, Poisson summation multiplies this number by
\begin{equation}
1+2\sum_{m\ge1}e^{-2\pi m\gamma/h}=\coth(\pi\gamma/h).
\end{equation}
With the peak midway between points the terms alternate in sign, and the factor is $\tanh(\pi\gamma/h)$. The larger deviation, $\coth(\pi\gamma/h)-1\approx2e^{-2\pi\gamma/h}$, stays below a relative tolerance $\tau$ if
\begin{equation}
h\lesssim2\pi\gamma/\ln(2/\tau).
\label{h}
\end{equation}
The real axis is not at fault: panels that shrink geometrically towards a known $E_0$ need a number growing as $\ln(1/\gamma)$. The sum rule $\int A_i\,dE=1$ on every site can reveal that a grid has missed weight. It does not test whether the step of $f$ is resolved, which matters at low temperature.

\section{A defect near a Schottky contact}

The example is a chain of single orbitals at 300~K, $kT=0.02585$~eV. The metal has level 0 and hopping 2.5~eV, hence a band from $-5$ to 5~eV. The semiconductor alternates cation and anion levels at 1.2 and $-2.0$~eV with hopping $t=1.0$~eV and cell length $a=0.39$~nm; the contact bond is also 1.0~eV. One cation level is lowered by 1.9~eV.

The end-site functions of the semi-infinite alternating chain obey $g_1=1/(\alpha-t^2g_2)$ and $g_2=1/(\beta-t^2g_1)$, where $\alpha,\beta$ are $z$ minus the two levels. Cross-multiplying and subtracting gives $\alpha g_1=\beta g_2$. Hence $t^2\alpha g_1^2-\alpha\beta g_1+\beta=0$, solved by
\begin{equation}
g_1=\frac{2}{\alpha(1+r)},\qquad r=\sqrt{1-\frac{4t^2}{\alpha\beta}},
\end{equation}
with the sign of $r$ that makes $\operatorname{Im}g_1<0$ for $\operatorname{Im}z>0$. At real energies outside the bands, where $g_1$ is real, this means $r>0$. The metal is the case $\alpha=\beta$. Adding sites one at a time from each side gives self-energies $\Sigma_L,\Sigma_R$ and $G_{ii}=1/(z-\varepsilon_i-\Sigma_L-\Sigma_R)$.

With the defect 0.975, 1.365 and 2.145~nm from the last metal site, $\gamma$ is $1.4\times10^{-3}$, $8.3\times10^{-5}$ and $2.9\times10^{-7}$~eV, while $E_0$ stays near 0.042~eV. The decay follows from the gap states. The bands obey $4t^2\cos^2(ka/2)=(E-1.2)(E+2.0)$ (in eV$^2$); at $E_0$ the right side is $-2.365$, so the amplitude falls on average by a factor $e^{-\kappa}$ per site, with $\sinh^2\kappa=0.591$, $\kappa=0.708$. The width goes as amplitude squared, a factor $e^{-4\kappa}=0.059$ per two-site cell. The first two depths differ by one cell, and their widths have this ratio.

No row of $H$ has absolute values summing to more than 5~eV, so $X=5/0.02585=193.4$. For $\tau=10^{-8}$, (\ref{N}) gives 20.9 poles; 22 are needed. At 30~K the estimate is 66.5 and the need 67. The errors at the defect site are negative, since they come mainly from the states below the chemical potential; their sizes, in electrons, are the same at all three depths to the digits shown:
\begin{center}
\begin{tabular}{rcc}
$N$ & error & bound $2e_M(X)$\\
4 & $1.1\times10^{-1}$ & $6.4\times10^{-1}$\\
8 & $5.2\times10^{-3}$ & $1.1\times10^{-1}$\\
12 & $2.5\times10^{-5}$ & $4.2\times10^{-3}$\\
16 & $1.7\times10^{-8}$ & $4.0\times10^{-5}$
\end{tabular}
\end{center}
The bound is loose because it places all of $A_i$ at the spectral edge. The Matsubara sum with 24 terms is still wrong by $-0.095$ electrons.

The reference here is the graded real-energy integral. Diagonalizing a finite chain of 1024 sites, which uses no Green function, agrees with the pole sum at 1.365~nm within the tested $10^{-9}$ electrons per site. The sum rule proved useful. At the deepest defect, 300 points per smooth interval left an error of $2.5\times10^{-7}$, located in the valence band, and a denser rule removed it. The cause was not isolated.

At 1.365~nm, $2f(E_0)=0.331$ and $Z=0.7055$, so the resonance puts 0.233 electrons on the defect site, out of 0.755 in all; the rest comes from lower states. With $h=4\gamma$, $\coth(\pi/4)-1=0.525$ predicts an error of $+0.123$, and the midway grid $-0.080$. With $h=40\gamma$ the errors are $+2.75$ and $-0.215$: the site is grossly overfilled, or the resonance is nearly lost. Grids across the peak reproduce all four values. By (\ref{h}), $\tau=10^{-6}$ over the 10~eV band takes $2.8\times10^5$ uniform points at this depth and $8\times10^7$ at 2.145~nm.

The contact charge is minus the sum of $n_i$ over the semiconductor sites, relative to the bulk; ionic charge is not counted. It is $-0.341\,e$ at 1.365~nm and $-0.010\,e$ without the defect. The defect thus adds 0.332 electrons, close to $2f(E_0)$. The reason is that lowering the level draws one state per spin out of the empty conduction band, while the filled states below keep their total number. This holds for $\gamma\ll kT$ and band edges many $kT$ away, except for a small difference that matters if the level is so high that $2f(E_0)$ is itself tiny. The difference from $2f(E_0)$ is 0.014 electrons at the shallowest depth and below $10^{-5}$ at the deepest.

\section{How far the number describes a real contact}

The gap of 3.2~eV, the cell length and a barrier of about 1~eV are roughly those of gold on SrTiO$_3$; the defect level is a free choice. The real conduction band has three orbitals with anisotropic masses. Near the edge the chain has $E\approx{\rm const}+t^2a^2k^2/(2\Delta)$ with half-gap $\Delta=1.6$~eV and $k$ measured from the band minimum, so its mass is $\hbar^2\Delta/(t^2a^2)=0.80\,m_0$. Hopping 0.8~eV gives $1.25\,m_0$ and cuts $\gamma$ at 1.365~nm sevenfold (defect shift and the 1.0~eV contact bond held fixed; $E_0$ then moves to $-0.13$~eV and the level is almost full. At unchanged $E_0$ the factor is 5.8).

Interactions also change the charge. With a rough fast permittivity of 5, the repulsion $e^2/(4\pi\epsilon_0\cdot5a)$ is 0.74~eV, far above $kT$; for an isolated level at $E_0$ it lowers the occupation from 0.33 to 0.28 (to 0.31 with a static permittivity of 300). The classical image energy at 1.365~nm, $e^2/(16\pi\epsilon_0\cdot5d)=0.053$~eV, is twice $kT$. It lowers a level that is neutral when empty, the case taken here; a donor level that is positive when empty and neutral when filled is raised instead. Applied to the defect orbital alone, it moves the resonance by only $Z$ times as much, 0.037~eV, and raises the defect-site number from 0.755 to 1.17; a resonance lowered by the full 0.053~eV gives 1.38. For $10^{18}$~cm$^{-3}$ donors, static permittivity 300 and a 1.2~V drop, the depletion field is 0.12~MV/cm; it lowers the defect orbital by 0.016~eV, which alone gives 0.86; acting on all semiconductor sites, the field gives 0.91. With this fast screening the defect-site number is uncertain by half its value or more. The image shift may be much smaller: an electron stays on the level for $\hbar/2\gamma=4$~ps, or somewhat longer because some of the metal states are filled, which is long enough for the lattice to respond, and with the full static permittivity of 300 the shift would be only 0.001~eV and the number 0.76. Bulk permittivities are themselves rough guides this close to a metal, and so is a distance counted from the last metal site: an image plane 0.1~nm outside that site raises the fast-screening shift to 0.057~eV. With fast screening the contact charge is less certain still: for independent electrons, even the smaller change from the image energy, 0.42 on the site, means about $0.42/Z=0.6$ electrons in the resonance, more than the whole contact charge. More poles do not help. Phonons and motion along the interface are also left out.

\section{Guidance}

\begin{itemize}
\item Find the largest distance of any state from the chemical potential, including unoccupied basis states, and divide by $kT$ to get $X$.
\item Take $N$ from (\ref{N}), round up, add one or two, and confirm that the charge is stable when $N$ is raised. Repeat when the temperature is lowered: ten times colder needs about three times as many poles.
\item Do not raise $N$ because a resonance is sharp. If the charge is sensitive, look at $E_0/kT$: a shift of the level by $kT$ changes the physics, not the quadrature.
\item When checking on the real axis, find each resonance and refine towards it, resolve the step of $f$ at the chemical potential on the scale of $kT$, test the sum rule, and add bound states separately.
\item Under bias, the two contacts have different Fermi functions and (\ref{charge}) no longer holds. The pole sum then covers at most an equilibrium part of the density.
\end{itemize}
The main values for the chain model are in the numerical output that follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
kT = 0.025852 eV at 300 K; spectral bound X = 193.41
cation, anion, metal levels = 1.2, -2.0, 0.0 eV
hoppings semiconductor, metal, contact = 1.0, 2.5, 1.0 eV
defect level shift = -1.9 eV; cell length = 0.39 nm
semiconductor bands: -2.9612 to -2.0 and 1.2 to 2.1612 eV
poles y_p for N=4: 3.14159 9.42676 16.60632 46.31951
residues for N=4: 1.00000 1.00296 1.56205 14.43500
300 K: poles for Fermi error 1e-08 = 22, estimate 20.85
30 K: poles for Fermi error 1e-08 = 67, estimate 66.48
depth 0.975 nm: E0 = 0.041128 eV, gamma = 1.4046e-03 eV, Z = 0.7057
  lower resonance: E = -3.13687 eV, gamma = 6.905e-04 eV
  sum-rule error: coarse rule 9.1e-15, dense rule 1.8e-15
  defect-site electrons: direct 0.76825093, 24 poles 0.76825093
  uniform points for 1e-6: 1.64e+04; dense reference points: 21800
depth 1.365 nm: E0 = 0.041831 eV, gamma = 8.2769e-05 eV, Z = 0.7055
  lower resonance: E = -3.13965 eV, gamma = 1.004e-04 eV
  sum-rule error: coarse rule 2.4e-14, dense rule 2.5e-14
  defect-site electrons: direct 0.75513699, 24 poles 0.75513699
  uniform points for 1e-6: 2.79e+05; dense reference points: 22080
depth 2.145 nm: E0 = 0.041875 eV, gamma = 2.8670e-07 eV, Z = 0.7055
  lower resonance: E = -3.14012 eV, gamma = 2.315e-06 eV
  sum-rule error: coarse rule 2.5e-07, dense rule 3.8e-12
  defect-site electrons: direct 0.75435270, 24 poles 0.75435270
  uniform points for 1e-6: 8.05e+07; dense reference points: 22640
coarse-rule error, deepest defect: valence band 2.5e-07, conduction band 1.1e-09
defect-site |error| (electrons) at the three depths, and bound:
  N= 4: 1.10e-01 1.10e-01 1.10e-01; bound 6.44e-01
  N= 8: 5.22e-03 5.22e-03 5.22e-03; bound 1.14e-01
  N=12: 2.50e-05 2.50e-05 2.50e-05; bound 4.16e-03
  N=16: 1.72e-08 1.72e-08 1.72e-08; bound 4.00e-05
  N=20: 1.88e-12 1.86e-12 4.47e-12; bound 1.09e-07
finite chain of 1024 sites: largest difference 5.1e-15 electrons
Matsubara error: N=24 -0.0955, N=4000 -6.859e-04 (law -6.859e-04)
uniform-grid errors at 1.365 nm (electrons):
  h/gamma=4: on peak 0.12254 (law 0.12254), between -0.08036 (law -0.08036)
  h/gamma=40: on peak 2.74524 (law 2.74524), between -0.21517 (law -0.21517)
bulk electrons on cation, anion = 0.220422, 1.779578
depth 0.975 nm: contact charge -0.362039 e, without defect -0.009721 e
  electrons added by defect 0.352319; 2f(E0) = 0.338519
depth 1.365 nm: contact charge -0.341461 e, without defect -0.009721 e
  electrons added by defect 0.331740; 2f(E0) = 0.330932
depth 2.145 nm: contact charge -0.340187 e, without defect -0.009721 e
  electrons added by defect 0.330467; 2f(E0) = 0.330464
rough inputs: eps fast 5.0, static 300.0, donors 1e+18 cm^-3
neglected effects at depth 1.365 nm:
  repulsion 0.738 eV: level electrons 0.2839 instead of 0.3309
  image lowering 0.0527 eV: defect-site electrons 1.1708
  depletion width 199.5 nm, field 0.1203 MV/cm
  band bending 0.0164 eV: defect-site electrons 0.8591
  band-edge mass 0.802 m0; hopping 0.8 eV gives 1.252 m0, gamma 1.145e-05 eV
\end{verbatim}
